\section*{Gap-scaled adaptive quadrature for near-field radiative heat flux}

\section{Definitions and conventions}

Two flat, thick plates at temperatures $T_1>T_2$ face each other across a vacuum gap $d$. They are local, isotropic and non-magnetic, with permittivities $\varepsilon_1,\varepsilon_2$. Fields vary as $e^{-i\omega t}$, so a passive plate has $\mathrm{Im}\,\varepsilon>0$. Let $E=\hbar\omega$, $k_0=\omega/c$, and let $k$ be the wavevector along the plates. The normal wavevectors are
\begin{equation}
k_z=\sqrt{k_0^2-k^2},\qquad k_{zj}=\sqrt{\varepsilon_jk_0^2-k^2},
\end{equation}
with non-negative imaginary parts. For $k>k_0$ we write $k_z=i\kappa$. The mean thermal energy of a mode is $\Theta(E,T)=E/(e^{E/k_BT}-1)$; the zero-point part cancels in the net flux.

For either polarization let $F$ be the tangential field transverse to the plane of incidence: $E_y$ for $s$, $H_y$ for $p$. The other tangential field, taken as $-H_x$ for $s$ and $E_x$ for $p$, is $\pm YF$ for waves going up or down, with
\begin{equation}
Y_j=\frac{k_{zj}}{k_0}\ (s),\qquad Y_j=\frac{k_{zj}}{\varepsilon_jk_0}\ (p),\qquad Y_0=\frac{k_z}{k_0}.
\end{equation}
Here and in the next section $\varepsilon_0=\mu_0=c=1$. The reflection amplitude seen from the gap is $r_j=(Y_0-Y_j)/(Y_0+Y_j)$.

\section{The integral to be evaluated}

Thermal currents in plate 1 obey the fluctuation--dissipation theorem. For positive frequencies, and with power written as $\frac12\mathrm{Re}(\mathbf E\times\mathbf H^*)$,
\begin{equation}
\langle J_aJ_b^*\rangle=\frac4\pi\,\omega\,\mathrm{Im}\,\varepsilon_1\,\Theta\,\delta_{ab}\,\delta(\mathbf r-\mathbf r')\,\delta(\omega-\omega').
\end{equation}
Define $\mathcal T$ by writing the one-way flux per unit frequency as $(\Theta/2\pi)\int d^2k\,\mathcal T/(2\pi)^2$. Since $2\pi\cdot(4/\pi)\cdot\frac12=4$, $\mathcal T$ equals $4k_0\,\mathrm{Im}\,\varepsilon_1$ times the depth integral of $\mathrm{Re}(YFF^*)$ in plate 2, for unit current sheets in plate 1.

An $s$ sheet satisfies $(\partial_z^2+k_{z1}^2)E_y=-ik_0J_y\delta(z-z')$, so its wave has amplitude $-k_0J_y/(2k_{z1})$. For $p$, the vector potential $\mathbf A=i\mathbf J e^{ik_{z1}|z-z'|}/(2k_{z1})$ gives the upward wave
\begin{equation}
H_y=ik_{z1}A_x-ikA_z=\left(-\frac{J_x}{2}+\frac{kJ_z}{2k_{z1}}\right)e^{ik_{z1}(z-z')}.
\end{equation}
The current components are uncorrelated, so the squared amplitudes are $k_0^2/(4|k_{z1}|^2)$ for $s$ and $(1+k^2/|k_{z1}|^2)/4$ for $p$. Integration over source depth gives $1/(2\,\mathrm{Im}\,k_{z1})$. The imaginary part of $k_{z1}^2=\varepsilon_1k_0^2-k^2$ is $2\,\mathrm{Re}\,k_{z1}\,\mathrm{Im}\,k_{z1}=k_0^2\,\mathrm{Im}\,\varepsilon_1$. With it the source factors become
\begin{align}
s:&\quad \frac{k_0\,\mathrm{Re}\,k_{z1}}{|k_{z1}|^2}=\mathrm{Re}\frac1{Y_1},\\
p:&\quad \frac{\mathrm{Re}\,k_{z1}\,(|k_{z1}|^2+k^2)}{k_0|k_{z1}|^2}
=\mathrm{Re}\frac{k_{z1}^2+k^2}{k_0k_{z1}}=\mathrm{Re}\frac1{Y_1}.
\end{align}
Hence $\mathcal T=\mathrm{Re}(1/Y_1)\,|t|^2\,\mathrm{Re}\,Y_2$, where $t$ is the amplitude entering plate 2 for a unit wave incident from plate 1.

Let the gap contain waves $A$ (up) and $B$ (down), let $R$ be the wave reflected into plate 1, and put $P=e^{ik_zd}$. Continuity requires
\begin{align}
1+R&=A+B, & Y_1(1-R)&=Y_0(A-B),\\
AP+B/P&=t, & Y_0(AP-B/P)&=Y_2t.
\end{align}
The second line gives $B=r_2P^2A$ and $t=2Y_0AP/(Y_0+Y_2)$. Multiplying the first equation by $Y_1$ and adding the second removes $R$:
\begin{equation}
2Y_1=(Y_0+Y_1)(A-r_1B)=(Y_0+Y_1)(1-r_1r_2P^2)A.
\end{equation}
Since $\mathrm{Re}(1/Y_1)|Y_1|^2=\mathrm{Re}\,Y_1$, it follows that
\begin{equation}
\mathcal T=\frac{16\,\mathrm{Re}Y_1\,\mathrm{Re}Y_2\,|Y_0|^2|P|^2}
{|Y_0+Y_1|^2|Y_0+Y_2|^2|1-r_1r_2P^2|^2}.\label{eq:Y}
\end{equation}
For $k<k_0$, $Y_0$ is real and $1-|r_j|^2=4Y_0\mathrm{Re}Y_j/|Y_0+Y_j|^2$. For $k>k_0$, $Y_0=i\kappa/k_0$ and $\mathrm{Im}\,r_j=2|Y_0|\mathrm{Re}Y_j/|Y_0+Y_j|^2$. Therefore
\begin{equation}
\mathcal T=\begin{cases}
\dfrac{(1-|r_1|^2)(1-|r_2|^2)}{|1-r_1r_2e^{2ik_zd}|^2},&k<k_0,\\[3mm]
\dfrac{4\,\mathrm{Im}r_1\,\mathrm{Im}r_2\,e^{-2\kappa d}}{|1-r_1r_2e^{-2\kappa d}|^2},&k>k_0.
\end{cases}\label{eq:T}
\end{equation}
Equation \eqref{eq:Y} is symmetric in the plates, so the return flow has the same $\mathcal T$. With $d^2k=2\pi k\,dk$ and units restored,
\begin{equation}
q=\frac1{4\pi^2\hbar}\int_0^\infty\! dE\,[\Theta(E,T_1)-\Theta(E,T_2)]\sum_{s,p}\int_0^\infty\! k\,\mathcal T\,dk.\label{eq:q}
\end{equation}
A test solved the four continuity equations numerically for unlike plates, at five wavevectors on both sides of $k_0$ and for both polarizations. The largest relative difference from \eqref{eq:T} was $4\times10^{-15}$.

\section{What goes wrong with one grid in $k$}

The naive scheme applies one rule to $k$ from zero to a large cutoff. Consider identical plates with
\begin{equation}
\varepsilon(E)=\varepsilon_\infty\frac{E_L^2-E^2-i\gamma E}{E_T^2-E^2-i\gamma E},
\end{equation}
and $\varepsilon_\infty=6.7$, $E_T=0.098$ eV, $E_L=0.120$ eV, $\gamma=0.60$ meV. Without loss, $\varepsilon=-1$ at
\begin{equation}
E_s=\sqrt{\frac{\varepsilon_\infty E_L^2+E_T^2}{\varepsilon_\infty+1}}=0.1174\ \mathrm{eV}.
\end{equation}
There $k_0=E_s/\hbar c=5.9\times10^{-4}\ \mathrm{nm^{-1}}$, while the resonant wavevector at $d=20$ nm is about $0.14\ \mathrm{nm^{-1}}$, some 230 times larger. A uniform grid fitted to the second scale gives almost no points to the first. In addition, $k_z$ has infinite slope in $k$ at $k_0$, and for a transparent plate $k_{z1}$ has infinite slope at $k=k_0\sqrt\varepsilon$. Finally, the denominator in \eqref{eq:T} can nearly vanish. These faults need different cures.

\section{Three channels, three variables}

The range is divided at $k_0$ and, if $\mathrm{Re}\,\varepsilon>1$, at $k_0\sqrt{\mathrm{Re}\,\varepsilon}$. The parts are called propagating, frustrated and surface. Frustrated waves travel in the plates but decay in the gap. With loss the second boundary is a convention; moving it transfers flux between channels without changing the sum. The surface channel holds resonant surface modes where $\mathrm{Re}\,\varepsilon<0$, and otherwise a lossy evanescent background.

For propagating waves put $k_z=k_0u$. Since $k^2=k_0^2-k_z^2$,
\begin{equation}
\int_0^{k_0}k\,\mathcal T\,dk=k_0^2\int_0^1u\,\mathcal T\,du .
\end{equation}
The square root at $k_0$ is gone, because $k_{z1}^2=(\varepsilon-1)k_0^2+k_z^2$ is smooth in $u$. For $0<\mathrm{Re}\,\varepsilon<1$ and weak loss, $k_{z1}$ itself still changes rapidly near $u=\sqrt{1-\mathrm{Re}\,\varepsilon}$; this is left to adaptive splitting.

For evanescent waves put $\kappa=x/d$. From $k^2=k_0^2+\kappa^2$ follows $k\,dk=\kappa\,d\kappa=x\,dx/d^2$. The factor $e^{-2\kappa d}$ becomes $e^{-2x}$, so the useful range no longer grows as the gap shrinks.

The frustrated channel ends at $x_f=k_0d\sqrt{\mathrm{Re}\,\varepsilon-1}$. Without loss $k_{z1}=\sqrt{x_f^2-x^2}/d$, and $x=x_f\sin\theta$ turns this into $x_f\cos\theta/d$. Thus
\begin{equation}
\int_{\rm fr}k\,\mathcal T\,dk=\frac{x_f^2}{d^2}\int_0^{\pi/2}\sin\theta\cos\theta\,\mathcal T\,d\theta .
\end{equation}

The surface channel starts at $x_f$, or at zero if there is no frustrated channel. It is cut at a distance $15+\max(0,\ln|r|)$ further on, with $r=(\varepsilon-1)/(\varepsilon+1)$. For $|r|>1$ the short-gap $\mathcal T$ peaks at $x=\ln|r|$, so the logarithm keeps the cut well beyond the peak. Panel widths grow geometrically from the lower end, since for weak loss the absorption changes rapidly just above $x_f$.

\subsection*{A limit that exercises the first two channels}

Let $\varepsilon=n^2$ with vanishing loss, and let $d\to0$. For $k<nk_0$, $Y_1=Y_2=Y$ is real and $P\to1$. Then $1-r^2=4Y_0Y/(Y_0+Y)^2$, and \eqref{eq:Y} becomes
\begin{equation}
\mathcal T\to\frac{16Y^2|Y_0|^2}{|Y_0+Y|^4}\,\frac{|Y_0+Y|^4}{16|Y_0|^2Y^2}=1 .
\end{equation}
Two polarizations give $2\int_0^{nk_0}k\,dk=n^2k_0^2$. The energy integral uses $\int_0^\infty E^3dE/(e^{E/k_BT}-1)=\pi^4(k_BT)^4/15$, so
\begin{equation}
q=n^2\sigma(T_1^4-T_2^4),\qquad \sigma=\frac{\pi^2k_B^4}{60\hbar^3c^2}.
\end{equation}
For $n=2$, a 1 nm gap and $\mathrm{Im}\,\varepsilon=10^{-6}$, the two channels gave 3.9999 times the blackbody flux, against the limit 4. Matched media, for which $n=1$, reproduced the blackbody flux to the six decimals printed.

\section{Why scaling does not resolve a resonance}

For identical plates the evanescent denominator factors as
\begin{equation}
1-r^2e^{-2x}=(1-re^{-x})(1+re^{-x}),
\end{equation}
which suggests looking for $1/r=\pm e^{-x}$. Define
\begin{equation}
f_\pm(x)=\mathrm{Re}\frac1r\mp e^{-x},\qquad h(x)=\mathrm{Im}\frac1r .
\end{equation}
Then $1\mp re^{-x}=r(f_\pm+ih)$. Near a root $x_0$ of $f_\pm$, $f_\pm\approx f_\pm'(x_0)(x-x_0)$, and
\begin{equation}
|1\mp re^{-x}|^2\approx|r|^2f_\pm'^2\left[(x-x_0)^2+w^2\right],\qquad w=\left|\frac{h}{f_\pm'}\right|_{x_0}.\label{eq:w}
\end{equation}
The reciprocal of this expression, which enters $\mathcal T$, is a Lorentzian of half-width $w$.

When $\kappa$ far exceeds both $k_0$ and $k_0\sqrt{|\varepsilon|}$, $k_{z1}\to i\kappa$. Then $r_s\to0$ and $r_p\to r=(\varepsilon-1)/(\varepsilon+1)$, independent of $x$. Now $|f_\pm'|=e^{-x_0}=|\mathrm{Re}(1/r)|$. Using $r=(|\varepsilon|^2-1+2i\,\mathrm{Im}\,\varepsilon)/|\varepsilon+1|^2$,
\begin{equation}
x_0\approx\ln|r|,\qquad w=\frac{\mathrm{Im}\,r}{|\mathrm{Re}\,r|}=\frac{2\,\mathrm{Im}\,\varepsilon}{\bigl||\varepsilon|^2-1\bigr|},\label{eq:xw}
\end{equation}
where the first relation holds for $w\ll1$. Neither quantity contains $d$. Scaling fixes where the resonance lies, but its width in $x$ remains set by the loss.

At $E=0.1136$ eV, $\varepsilon=-3.030+0.201i$. Equation \eqref{eq:xw} gives $x_0\approx0.682$ and
\begin{equation}
w=\frac{2(0.201)}{3.030^2+0.201^2-1}=0.049 .
\end{equation}
The roots with retardation lie at $x_0=0.683$ for $d=10$ nm and $0.684$ for 20 nm, although $\kappa=x_0/d$ halves from 0.068 to $0.034\ \mathrm{nm^{-1}}$. Both half-widths are 0.049. Halving $\gamma$ at $d=20$ nm reduces the half-width to 0.024.

The cure is to place panel edges at $x_0$ shifted by $\pm w4^m$, $m=0,1,2,\ldots$, while the shift is below one. The inner panels cover the peak, and the outer ones follow its tails. Roots are bracketed on a logarithmic grid of 80 points and refined by repeated subdivision. The search is made for $p$ waves where $\mathrm{Re}\,\varepsilon<0$, because for weak loss a short-gap root with $x_0>0$ needs $|r|>1$, that is, $|\varepsilon-1|>|\varepsilon+1|$. A missed pair of roots would leave the task to adaptive splitting.

\section{A closed form for the resonant integral}

If $r_1$ and $r_2$ do not depend on $x$, the surface integral can be done. Put $R=r_1r_2$. Then
\begin{equation}
\mathrm{Im}\frac{Re^{-2x}}{1-Re^{-2x}}=\frac{e^{-2x}\,\mathrm{Im}R}{|1-Re^{-2x}|^2}.
\end{equation}
For $|R|<1$ the geometric series and $\int_0^\infty xe^{-2mx}dx=1/(4m^2)$ give
\begin{equation}
\int_0^\infty\frac{x\,Re^{-2x}}{1-Re^{-2x}}dx=\frac14\sum_{m=1}^\infty\frac{R^m}{m^2}=\frac14\mathrm{Li}_2(R).
\end{equation}
Both sides are analytic in $R$ outside the cut $[1,\infty)$, because the denominator vanishes only for $R=e^{2x}$. Passive plates have $0<\arg r_j<\pi$, so $0<\arg R<2\pi$ and the cut is never reached. Hence, for $|R|>1$ too,
\begin{equation}
\int_0^\infty x\,\mathcal T\,dx=\mathrm{Im}r_1\,\mathrm{Im}r_2\,\frac{\mathrm{Im}\,\mathrm{Li}_2(r_1r_2)}{\mathrm{Im}(r_1r_2)}.\label{eq:Li}
\end{equation}
At a negative real $R$ the ratio is understood as its limit. Division by $d^2$ gives the wavevector integral, and so $q\propto d^{-2}$ in this limit.

For identical plates with weak loss and $|r|>1$, $R$ approaches the cut, where $|\mathrm{Im}\,\mathrm{Li}_2(R)|\to\pi\ln|R|=2\pi\ln|r|$. Since $\mathrm{Im}(r^2)=2\,\mathrm{Re}\,r\,\mathrm{Im}\,r$, \eqref{eq:Li} becomes
\begin{equation}
\int_0^\infty x\,\mathcal T\,dx\approx\pi w\ln|r| .
\end{equation}
This is the area of a Lorentzian of unit height and half-width $w$, weighted by $x_0$. Lower loss makes the peak narrower, not higher. Away from the peak $\mathcal T$ is of order $w^2$, so a rule that misses the peak loses nearly the whole integral.

A severe case takes $\gamma=60$ neV at the same energy, with $d=1$ nm. The half-width falls to $4.9\times10^{-6}$. A fixed 200-point Gauss rule on $0<x<15$, with mean spacing $0.075$, returns $6\times10^{-4}$ of the closed form; the fraction depends on where the nearest nodes fall, and five rules with 190 to 210 points gave values from $3\times10^{-4}$ to $3\times10^{-3}$. With resonance edges the adaptive rule needs one pass and 768 points, and its relative difference from \eqref{eq:Li} is $8\times10^{-7}$. Without them it reaches the same value in 17 passes and 944 points. Locating the root costs about 170 further evaluations of $r$, so the edges save passes here, not evaluations. For the usual loss the relative difference is $1\times10^{-6}$. Both differences come from retardation, which \eqref{eq:Li} omits, and not from the quadrature; they fall about fourfold when $d$ is halved.

\section{Separate error control}

On each panel an 8-point Gauss value is compared with the sum over the two halves. The panel is split if the difference exceeds a set fraction of the current total; otherwise the finer value is kept. The fraction is $10^{-6}$ for wavevectors and $10^{-4}$ for energy. It is an error indicator per panel, not a bound on the final error.

The total in this criterion must belong to one channel. At 20 nm the propagating flux is 854 W/m$^2$ out of 343,700 W/m$^2$. A panel tolerance of $10^{-4}$ of the full flux would be 34 W/m$^2$, or 4\% of the propagating part. Each channel therefore has its own energy mesh as well as its own wavevector mesh. The two polarizations share a mesh, so a weak polarization is not controlled separately.

The initial energy edges mark $E_T$, $E_L$, $E_s$, and the energy where the lossless $\varepsilon$ equals one and the frustrated channel opens. Extra edges lie at $\pm2\gamma$ around $E_T$ and $E_s$. The upper limit is $25k_BT_1=0.86$ eV.

\section{A hot and a cold chip}

Take $T_1=400$ K and $T_2=300$ K, for which the blackbody flux is 992 W/m$^2$. The channel fluxes in W/m$^2$ are listed below; their digits document the quadrature, not the accuracy of the model.

\begin{center}
\begin{tabular}{rrrrr}
$d$ (nm)&propagating&frustrated&surface&total\\
20&854&6850&335997&343701\\
100&847&5420&13524&19792\\
1000&640&1397&140&2178
\end{tabular}
\end{center}

At 20 nm the sum is
\begin{equation}
q=854+6850+335997=3.44\times10^5\ \mathrm{W/m^2}=34\ \mathrm{W/cm^2},
\end{equation}
which is 346 times the blackbody value. The conductance is $q/(100\ \mathrm K)=3.4\times10^3\ \mathrm{W\,m^{-2}K^{-1}}$.

From 100 to 20 nm the surface flux rises by a factor 24.8, close to the $5^2=25$ of the short-gap law. The frustrated flux rises by 1.26, in keeping with its finite limit as $d\to0$. At 1000 nm it is the largest part, 64\% of the total. The propagating flux depends on $d$ through the phase $e^{2ik_zd}$ alone.

At 20 nm the closed form, integrated over energy, gives $3.36\times10^5$ W/m$^2$, of which 90\% lies within 2 meV of $E_s$. The full evanescent flux is 2.1\% larger. As a test of the complete quadrature, \eqref{eq:q} was also summed on dense fixed grids in energy and in $k_z$ (propagating) or unscaled $\kappa$ (evanescent). Relative differences at 20 nm were $4\times10^{-5}$ for the propagating and $5\times10^{-6}$ for the evanescent flux; at 1000 nm they were $2\times10^{-4}$ and $5\times10^{-4}$.

\section{Beside a real device}

The permittivity parameters are rough values for silicon carbide, here semi-insulating so that free carriers may be left out; their effect is not sized. A 100 K difference across a 20 nm gap is a demanding condition. Of the assumptions estimated here, vacuum matters most. In free-molecular flow a diatomic gas brings $p/\sqrt{2\pi mk_BT}$ molecules per area and time, each carrying $3k_BT$: $2k_BT$ of translation and $k_BT$ of rotation. With full accommodation at the walls, the air conductance per unit pressure is $3k_B/\sqrt{2\pi mk_BT}$. At 1 atm this is 32 times the radiative conductance; the mean free path there, about 80 nm, is only four times the gap, so collisions lower the figure somewhat, to about 30. To keep air below 1\% of the radiation at this gap, the estimate asks for less than about 0.2 Torr.

The other estimates, all at 20 nm and from rough inputs, are much smaller. Lowering the hot plate's phonon energies by 0.25 meV and raising its damping by 17\%, as for decay into two equal phonons, changes the short-gap flux by $-2.0$\%, a partial cancellation of $-4.9$\% from the shift alone and $+2.5$\% from the damping alone. Lowering both phonon energies by 1 meV along the plate normal, with $\varepsilon$ replaced by $\sqrt{\varepsilon_\parallel\varepsilon_\perp}$ in the static $r$ (the root with positive imaginary part, not the principal root), changes it by $+1.6$\%. Equal areas at 19 and 21 nm raise a $d^{-2}$ flux by 0.75\%. A wafer 0.35 mm thick with conductivity 300 W/(m\,K) drops
\begin{equation}
\frac{(3.44\times10^5)(0.35\times10^{-3})}{300}\ \mathrm K=0.40\ \mathrm K,
\end{equation}
so two wafers take 0.8\% of the temperature difference. The rough value of $\gamma$ matters more than any of these: halving it in both plates lowers the short-gap flux by about a quarter, and doubling it raises the flux by 21\%.

Such a wafer is not thick at every energy. With the permittivity used here it is partly transparent away from the phonon band. Energies at which its intensity optical depth at normal incidence, $2k_0L\,\mathrm{Im}\sqrt\varepsilon$ for thickness $L$, is below one carry less than 1\% of the flux at 20 nm, 11\% at 100 nm, and over a third at 1000 nm. The last two rows of the table, the last above all, therefore describe much thicker plates.

Nonlocal response enters through phonon dispersion. If $E(k)^2=E_s^2-(\hbar vk)^2$, the shift is about $(\hbar vk)^2/(2E_s)$. For $v=10^4$ m/s and $k=0.14\ \mathrm{nm^{-1}}$ it is 0.6\% of $\gamma$. It grows as $d^{-2}$ when the resonant $x$ is held fixed and reaches $\gamma$ near $d=1.5$ nm. At gaps of a few nanometres and below, the local model, rather than the quadrature, limits the use of \eqref{eq:q}; the resulting change in flux is not sized here. The numerical output below gives the remaining digits.

\section*{Numbers as computed}
\begin{verbatim}
Plate temperatures: 400 K and 300 K
eps_inf 6.7, E_TO 0.098 eV, E_LO 0.12 eV, damping 0.60 meV
Single-surface resonance energy (Re eps = -1): 0.11738 eV
Upper energy limit of the integrals: 0.862 eV
Blackbody flux: 992.32 W/m2
Current-sheet test, worst relative difference: 3.7e-15
Matched media / blackbody: 1.000000
Index-2 dielectric, 1 nm gap / blackbody: 3.99986
Permittivity at 0.1136 eV: -3.0304 + 0.2009 i
Static estimate ln|r| of resonance x: 0.6820
Resonance x, half-width, gap 10 nm: 0.6833, 0.04885
Resonance x, half-width, gap 20 nm: 0.6836, 0.04882
Half-width at half the damping, gap 20 nm: 0.02445
Closed form test, usual loss, relative error: 1.1e-06
Sharp case: damping 60 neV, half-width in x 4.90e-06
Sharp case with resonance edges: 768 quadrature points, 1 passes, error 8.4e-07
Sharp case without resonance edges: 944 quadrature points, 17 passes, error 8.4e-07
Sharp case, fixed 200-point rule / closed form: 5.642e-04
Gap 20 nm: propagating 853.59, frustrated 6849.88, surface 335997.39 W/m2
  total 343700.85 W/m2, / blackbody 346.362, points 197520
Gap 100 nm: propagating 847.11, frustrated 5420.47, surface 13524.48 W/m2
  total 19792.06 W/m2, / blackbody 19.945, points 188648
Gap 1000 nm: propagating 640.15, frustrated 1397.49, surface 140.12 W/m2
  total 2177.76 W/m2, / blackbody 2.195, points 184416
Dense-grid difference, gap 20 nm: propagating 4.0e-05, evanescent 5.3e-06
Dense-grid difference, gap 1000 nm: propagating 1.9e-04, evanescent 4.6e-04
Short-gap closed-form flux at 20 nm: 335655.6 W/m2
Full evanescent flux / closed form at 20 nm: 1.0214
Closed-form share within 2 meV of surface resonance: 0.902
Conductance at 20 nm: 3437.0 W/(m2 K)
Air at 1 atm / radiation, free-molecular estimate: 31.9
Air pressure carrying 1% of radiation: 0.238 Torr
Hot plate: softening 0.25 meV, damping x 1.175; flux change -1.96 %
Uniaxial shift 1.0 meV; flux change 1.56 %
Gap variation +-1 nm; flux change 0.75 %
Wafer 0.35 mm, 300 W/(m K); drop per wafer 0.401 K
Typical resonant wavevector at 20 nm: 0.137 1/nm
Phonon dispersion speed 10000 m/s; shift / damping 0.0058
\end{verbatim}
